# Shear constants of the bcc Wigner crystal and their Voigt average: a program that tests the result

```python
"""Shear constants of the static Wigner crystal and their Voigt average.

Result under test (Hartree atomic units, electrons at rest on a cubic
Bravais lattice in a uniform neutralizing background):
    (2 c' + 3 c44)/5 = (2/15) n |E_M|,   c' = (c11 - c12)/2,
and for bcc c' = 0.0245, c44 = 0.1828 in units n/rs.
n: electron density; rs: radius of the sphere holding one electron;
E_M: Madelung energy per electron; alpha: Ewald splitting parameter;
s: traceless symmetric strain, the lattice being deformed by exp(s);
K: sum of the fourth powers of the components of a unit vector.
All lattice sums use rs = 1, so moduli per electron are in units 1/rs.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.special import erfc

DENSITY = 3 / (4 * np.pi)
# name: (electrons per cube, site rule, site step / a, reciprocal rule)
LATTICES = {
    "sc": (1, "all", 1.0, "all"),
    "bcc": (2, "same parity", 0.5, "even sum"),
    "fcc": (4, "even sum", 0.5, "same parity"),
}


def integer_vectors(rule, limit):
    """Nonzero integer triples obeying the rule inside a sphere."""
    line = np.arange(-limit, limit + 1)
    h, k, l = np.meshgrid(line, line, line, indexing="ij")
    square = h**2 + k**2 + l**2
    keep = (square > 0) & (square <= limit**2)
    if rule == "same parity":
        keep &= ((h - k) % 2 == 0) & ((k - l) % 2 == 0)
    elif rule == "even sum":
        keep &= (h + k + l) % 2 == 0
    return np.stack([h[keep], k[keep], l[keep]], axis=1)


def cube_edge(name):
    return (LATTICES[name][0] / DENSITY) ** (1 / 3)


def contributions(vectors, value, theta, theta_combination):
    """Columns: energy, c', c44 contributed by each lattice vector."""
    square = np.sum(vectors**2, axis=1)
    K = np.sum(vectors**4, axis=1) / square**2
    c_prime = theta / 3 + (3 * K - 1) / 12 * theta_combination
    c_44 = theta / 3 + (1 - K) / 6 * theta_combination
    return 0.5 * np.stack([value, c_prime, c_44], axis=1)


def ewald_parts(name, alpha, limit=8):
    """Integer vectors and contributions in real and reciprocal space."""
    _, site_rule, step, reciprocal_rule = LATTICES[name]
    a = cube_edge(name)
    sites = integer_vectors(site_rule, limit)
    R = sites * step * a
    r = np.linalg.norm(R, axis=1)
    gauss = np.exp(-(alpha * r) ** 2) / np.sqrt(np.pi)
    phi = erfc(alpha * r) / r
    real = contributions(
        R, phi, -phi - 2 * alpha * gauss,
        3 * phi + (6 * alpha + 4 * alpha**3 * r**2) * gauss)
    waves = integer_vectors(reciprocal_rule, limit)
    G = waves * 2 * np.pi / a
    G2 = np.sum(G**2, axis=1)
    u = G2 / (4 * alpha**2)
    psi = 4 * np.pi * DENSITY * np.exp(-u) / G2
    reciprocal = contributions(
        G, psi, -(2 + 2 * u) * psi, (8 + 8 * u + 4 * u**2) * psi)
    return sites, real, waves, reciprocal


def ewald_constant(alpha):
    return -np.pi * DENSITY / (2 * alpha**2) - alpha / np.sqrt(np.pi)


def ewald_results(name, alpha):
    """Madelung energy, c'/n and c44/n at rs = 1."""
    _, real, _, reciprocal = ewald_parts(name, alpha)
    total = real.sum(axis=0) + reciprocal.sum(axis=0)
    total[0] += ewald_constant(alpha)
    return total


def direct_sites(name, cutoff=62.0):
    _, rule, step, _ = LATTICES[name]
    spacing = step * cube_edge(name)
    return integer_vectors(rule, int(np.ceil(cutoff / spacing))) * spacing


def direct_energy(sites, strain):
    """Energy per electron from Gaussian-damped pair sums.

    The damping exp(-beta r^2), beta = 0.01, 0.02, 0.03, 0.04, is removed
    by cubic extrapolation to beta = 0.
    """
    r = np.linalg.norm(sites @ expm(strain), axis=1)
    damping = np.exp(-0.01 * r**2)
    factor = np.ones_like(r)
    energy = 0.0
    for k, weight in enumerate((4, -6, 4, -1), start=1):
        factor = factor * damping
        background = 2 * np.pi * DENSITY / (0.01 * k)
        energy += 0.5 * weight * (np.sum(factor / r) - background)
    return energy


def direct_modulus(sites, energy_zero, strain, h=0.01):
    """W/(n tr s^2) by central differences, extrapolated in the step."""
    unit = strain / np.sqrt(np.trace(strain @ strain))

    def estimate(size):
        both = (direct_energy(sites, size * unit)
                + direct_energy(sites, -size * unit))
        return (both - 2 * energy_zero) / (2 * size**2)

    return (4 * estimate(h) - estimate(2 * h)) / 3


# Scaling identity behind the sum rule, checked by symbolic algebra.
x, al = sp.symbols("x alpha", positive=True)


def alpha_operator(f):
    return al**2 * sp.diff(f, al, 2) + 2 * al * sp.diff(f, al) - 2 * f


for f in (sp.erfc(al * x) / x, sp.exp(-x**2 / (4 * al**2)) / x**2):
    averaged = x**2 * sp.diff(f, x, 2) + 4 * x * sp.diff(f, x)
    assert sp.simplify(averaged - alpha_operator(f)) == 0
assert sp.simplify(alpha_operator(al)) == 0
assert sp.simplify(alpha_operator(al**-2)) == 0

# Orientation averages of a random traceless strain (exact quadrature).
rng = np.random.default_rng(3)
random_strain = rng.normal(size=(3, 3))
random_strain = random_strain + random_strain.T
random_strain -= np.eye(3) * np.trace(random_strain) / 3
trace_square = np.trace(random_strain @ random_strain)
nodes, node_weights = np.polynomial.legendre.leggauss(6)
circle = 2 * np.pi * np.arange(8) / 8
averages = np.zeros(3)
for cosine, weight in zip(nodes, node_weights):
    for first in circle:
        for last in circle:
            Q = Rotation.from_euler(
                "ZYZ", [first, np.arccos(cosine), last]).as_matrix()
            turned = Q @ random_strain @ Q.T
            averages += weight / 128 * np.array([
                np.sum(np.diag(turned) ** 2),
                turned[0, 0] ** 2,
                (turned @ turned)[0, 0]])
averages /= trace_square
assert np.allclose(averages, [2 / 5, 2 / 15, 1 / 3], atol=1e-12)

# Ewald formulas against direct energies of strained lattices.
golden = (1 + np.sqrt(5)) / 2
axis = np.array([0, 1, golden]) / np.sqrt(1 + golden**2)
diagonal_shear = np.diag([1.0, -1.0, 0.0])
angle_shear = np.array([[0, 1, 0], [1, 0, 0], [0, 0, 0]], dtype=float)
axis_stretch = np.outer(axis, axis) - np.eye(3) / 3
ALPHA = 1.1
results, direct = {}, {}
for name in LATTICES:
    results[name] = ewald_results(name, ALPHA)
    for other_alpha in (0.9, 1.4):
        assert np.allclose(results[name], ewald_results(name, other_alpha),
                           rtol=0, atol=1e-11)
    energy, c_prime, c_44 = results[name]
    voigt = (2 * c_prime + 3 * c_44) / 5
    assert abs(voigt + 2 * energy / 15) < 1e-11
    sites = direct_sites(name)
    energy_zero = direct_energy(sites, np.zeros((3, 3)))
    direct[name] = [energy_zero] + [
        direct_modulus(sites, energy_zero, s)
        for s in (diagonal_shear, angle_shear, axis_stretch)]
    assert abs(energy_zero - energy) < 1e-7
    # 5e-6 covers the finite strain step and the damping extrapolation.
    assert np.allclose(direct[name][1:], [c_prime, c_44, -2 * energy / 15],
                       rtol=0, atol=5e-6)
    if name == "bcc":
        diagonal_part = np.sum(np.diag(random_strain) ** 2) / trace_square
        expected = c_prime * diagonal_part + c_44 * (1 - diagonal_part)
        general = direct_modulus(sites, energy_zero, random_strain)
        assert abs(general - expected) < 5e-6

# The stated four-decimal values, within half a unit of the last digit.
energy, c_prime, c_44 = results["bcc"]
assert abs(c_prime - 0.0245) < 5e-5 and abs(c_44 - 0.1828) < 5e-5

# Printed report.
a = cube_edge("bcc")
print("bcc at rs = 1 (lengths in rs, energies and moduli/n in 1/rs)")
print(f"density n = {DENSITY:.6f} rs^-3, cube edge a = {a:.6f} rs")
print(f"Ewald parameter alpha = {ALPHA:.2f} 1/rs")
print("shell: integers, number, length, K, energy, c'/n, c44/n")
sites, real, waves, reciprocal = ewald_parts("bcc", ALPHA)
shown = np.zeros(3)
for label, vectors, parts, step in (
        ("R (a/2)", sites, real, a / 2),
        ("G (2pi/a)", waves, reciprocal, 2 * np.pi / a)):
    squares = np.sum(vectors**2, axis=1)
    for square in np.unique(squares)[:5]:
        members = squares == square
        shell = parts[members].sum(axis=0)
        shown += shell
        example = np.sort(np.abs(vectors[members][0]))[::-1]
        K = np.sum(example**4) / square**2
        text = "".join(str(i) for i in example)
        print(f"{label} {text} {members.sum():3d} "
              f"{step * np.sqrt(square):.4f} {K:.4f} "
              f"{shell[0]:+.6f} {shell[1]:+.6f} {shell[2]:+.6f}")
    print(f"{label} all shells: " + " ".join(
        f"{value:+.6f}" for value in parts.sum(axis=0)))
print(f"constant terms in the energy: {ewald_constant(ALPHA):+.6f} 1/rs")
shown[0] += ewald_constant(ALPHA)
print("sum of shown shells and constants (energy, c'/n, c44/n): "
      + " ".join(f"{value:+.6f}" for value in shown))
print("converged results, moduli in n/rs, energy in Hartree/rs:")
for name, (e, cp, c4) in results.items():
    print(f"{name}: E_M = {e:.6f}, c' = {cp:.6f}, c44 = {c4:.6f}")
    print(f"{name}: Voigt = {(2 * cp + 3 * c4) / 5:.8f}, "
          f"(2/15)|E_M| = {-2 * e / 15:.8f}")
    print(f"{name}: direct sums c' = {direct[name][1]:.6f}, "
          f"c44 = {direct[name][2]:.6f}, K=3/5 axis = {direct[name][3]:.6f}")
print(f"bcc rounded: c' = {c_prime:.4f} n/rs, c44 = {c_44:.4f} n/rs")
print(f"bcc anisotropy c44/c' = {c_44 / c_prime:.3f}")
print(f"bcc random strain: direct {general:.6f}, "
      f"from c' and c44 {expected:.6f} n/rs")

rs = 200.0
hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
unit_atomic = DENSITY / rs**4
unit_pascal = unit_atomic * hartree / bohr**3
print(f"example rs = {rs:.0f} bohr: n = {DENSITY / rs**3:.4e} bohr^-3")
print(f"unit n/rs = {unit_atomic:.4e} Hartree/bohr^3 = {unit_pascal:.1f} Pa")
print(f"c' = {c_prime * unit_pascal:.1f} Pa, c44 = {c_44 * unit_pascal:.1f} Pa")
print(f"Voigt average = {-2 * energy / 15 * unit_pascal:.1f} Pa")
print("all tests passed")
```

Printed output:

```
bcc at rs = 1 (lengths in rs, energies and moduli/n in 1/rs)
density n = 0.238732 rs^-3, cube edge a = 2.030983 rs
Ewald parameter alpha = 1.10 1/rs
shell: integers, number, length, K, energy, c'/n, c44/n
R (a/2) 111   8 1.7589 0.3333 +0.014136 -0.043893 +0.097778
R (a/2) 200   6 2.0310 1.0000 +0.002335 +0.046722 -0.009216
R (a/2) 220  12 2.8722 0.5000 +0.000016 +0.000211 +0.000543
R (a/2) 311  24 3.3680 0.6860 +0.000001 +0.000038 +0.000020
R (a/2) 222   8 3.5178 0.3333 +0.000000 -0.000001 +0.000005
R (a/2) all shells: +0.016487 +0.003079 +0.089131
G (2pi/a) 110  12 4.3751 0.5000 +0.018018 +0.017211 +0.093942
G (2pi/a) 200   6 6.1873 1.0000 +0.000086 +0.004113 -0.000513
G (2pi/a) 211  24 7.5779 0.5000 +0.000004 +0.000085 +0.000207
G (2pi/a) 220  12 8.7502 0.5000 +0.000000 +0.000001 +0.000003
G (2pi/a) 310  24 9.7830 0.8200 +0.000000 +0.000000 +0.000000
G (2pi/a) all shells: +0.018109 +0.021410 +0.093639
constant terms in the energy: -0.930526 1/rs
sum of shown shells and constants (energy, c'/n, c44/n): -0.895929 +0.024489 +0.182770
converged results, moduli in n/rs, energy in Hartree/rs:
sc: E_M = -0.880059, c' = 0.446747, c44 = -0.102263
sc: Voigt = 0.11734126, (2/15)|E_M| = 0.11734126
sc: direct sums c' = 0.446747, c44 = -0.102263, K=3/5 axis = 0.117341
bcc: E_M = -0.895929, c' = 0.024489, c44 = 0.182770
bcc: Voigt = 0.11945723, (2/15)|E_M| = 0.11945723
bcc: direct sums c' = 0.024489, c44 = 0.182770, K=3/5 axis = 0.119457
fcc: E_M = -0.895874, c' = 0.020673, c44 = 0.185301
fcc: Voigt = 0.11944982, (2/15)|E_M| = 0.11944982
fcc: direct sums c' = 0.020673, c44 = 0.185301, K=3/5 axis = 0.119450
bcc rounded: c' = 0.0245 n/rs, c44 = 0.1828 n/rs
bcc anisotropy c44/c' = 7.463
bcc random strain: direct 0.112927, from c' and c44 0.112927 n/rs
example rs = 200 bohr: n = 2.9842e-08 bohr^-3
unit n/rs = 1.4921e-10 Hartree/bohr^3 = 4389.8 Pa
c' = 107.5 Pa, c44 = 802.3 Pa
Voigt average = 524.4 Pa
all tests passed
```
